# Extreme Anomalous Skin Effect: Specular Impedance Is 8/9 of Diffuse

## Result

A metal fills $z>0$. The electric field lies along $x$ and is $E(z)e^{-i\omega t}$; the magnetic field $H(z)e^{-i\omega t}$ lies along $y$. The surface impedance is $Z=E(0)/H(0)$.

**Theorem.** Let the metal satisfy assumptions A1–A4 below, with mean free path $l$ and dc conductivity $\sigma_0$, and define

$$\beta^3=\frac{3\pi\,\omega\mu_0\sigma_0}{4l}.$$

As $\beta l\to\infty$ at fixed $\beta$,

$$Z_{\rm diff}\to\omega\mu_0\frac{\sqrt3}{2\beta}e^{-i\pi/3},\qquad
Z_{\rm spec}\to\omega\mu_0\frac{4}{3\sqrt3\,\beta}e^{-i\pi/3},\qquad
\frac{Z_{\rm spec}}{Z_{\rm diff}}\to\frac89 .$$

The limiting impedances share one phase, so the factor $8/9$ applies to resistance and reactance alike.

**Assumptions.**

- A1. The Fermi surface is a sphere of radius $k_F$; transport is semiclassical and linear, with one relaxation time $\tau$ and $l=v_F\tau$.
- A2. The displacement current is neglected, and there is no static magnetic field.
- A3. $\omega\tau\ll1$. Remark 1 replaces this condition by the weaker one $\beta v_F\gg\omega$.
- A4. At a diffuse wall, departing electrons carry no memory of the field. At a specular wall, $v_z$ changes sign and the rest of the velocity is kept.

Inserting $\sigma_0=ne^2l/(mv_F)$, $n=k_F^3/(3\pi^2)$ and $mv_F=\hbar k_F$ gives

$$\beta^3=\omega\mu_0\,\frac{3\pi}{4}\,\frac{k_F^3e^2}{3\pi^2\hbar k_F}=\frac{\omega\mu_0e^2k_F^2}{4\pi\hbar}.$$

The mean free path has dropped out. In atomic units $\mu_0=4\pi/c^2$, so $\beta^3=\omega k_F^2/c^2$.

## From fields to a length

**Lemma 1.** With $L=-E(0)/E'(0)$,

$$E''=-i\omega\mu_0J,\qquad Z=-i\omega\mu_0L .$$

*Proof.* The $y$ component of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ is $E'=i\omega\mu_0H$. The $x$ component of $\nabla\times\mathbf H=\mathbf J$ is $-H'=J$. Differentiating the first relation and using the second gives $E''=-i\omega\mu_0J$. At the surface, $Z=i\omega\mu_0E(0)/E'(0)=-i\omega\mu_0L$. ∎

## The nonlocal current

**Lemma 2.** For $z>0$ the current is

$$J(z)=\int_0^\infty[K(z-z')+p\,K(z+z')]E(z')\,dz',$$

$$K(z)=\frac{3\sigma_0}{4l}\int_0^1\frac{1-\mu^2}{\mu}e^{-|z|/(\mu l)}d\mu,$$

with $p=0$ for a diffuse and $p=1$ for a specular wall. With $x=|q|l$, its Fourier transform is

$$\sigma(q)=\sigma_0f(x),\qquad f(x)=\frac{3}{2x^3}\left[(1+x^2)\arctan x-x\right].$$

*Proof.* Write the change of the distribution as $(-\partial f_0/\partial\varepsilon)\varphi$. For charge $-e$, the linear Boltzmann equation is

$$v_z\varphi'+(1/\tau-i\omega)\varphi=-eEv_x .$$

Under A3 drop $i\omega$, and set $\varphi=-e\tau v_xg$ and $v_z=\mu v_F$. Then

$$\mu l\,g'+g=E .$$

The current is $-e$ times the sum of $v_x(-\partial f_0/\partial\varepsilon)\varphi$ over states, hence proportional to the angular average of $v_x^2g$. The azimuthal average of $v_x^2$ is $v_F^2(1-\mu^2)/2$. A uniform field has $g=E$ and must give $J=\sigma_0E$; since $\int_{-1}^1(1-\mu^2)d\mu=4/3$,

$$J=\frac{3\sigma_0}{4}\int_{-1}^{1}(1-\mu^2)\,g\,d\mu .$$

Take $0<\mu<1$. Electrons moving toward the wall come from the interior, so

$$g(z,-\mu)=\int_z^\infty\frac{E(z')}{\mu l}e^{-(z'-z)/(\mu l)}dz' .$$

Those moving away obey

$$g(z,\mu)=g(0,\mu)e^{-z/(\mu l)}+\int_0^z\frac{E(z')}{\mu l}e^{-(z-z')/(\mu l)}dz' .$$

A diffuse wall sets $g(0,\mu)=0$. A specular wall sets $g(0,\mu)=g(0,-\mu)$, which turns the first term into $\int_0^\infty E(z')e^{-(z+z')/(\mu l)}dz'/(\mu l)$. Inserting these in $J$ gives the stated kernels.

For the transform use $\int_{-\infty}^\infty e^{iqz-|z|/(\mu l)}dz=2\mu l/(1+x^2\mu^2)$:

$$\sigma(q)=\frac{3\sigma_0}{2}\int_0^1\frac{1-\mu^2}{1+x^2\mu^2}d\mu .$$

Split the integrand as

$$\frac{1-\mu^2}{1+x^2\mu^2}=-\frac1{x^2}+\frac{1+x^2}{x^2}\,\frac1{1+x^2\mu^2}$$

and use $\int_0^1d\mu/(1+x^2\mu^2)=\arctan(x)/x$. ∎

**Lemma 3.** For $x>0$, $0.85\min(1,1/x)\le f(x)\le 3\pi/(4x)$, and $xf(x)\to3\pi/4$ as $x\to\infty$.

*Proof.* In the integral for $f$, replace $1-\mu^2$ by 1 and extend the range to infinity; this gives the upper bound. The same integral shows that $f$ decreases with $x$. Substituting $t=x\mu$,

$$xf(x)=\frac32\int_0^x\frac{1-t^2/x^2}{1+t^2}dt,$$

which increases with $x$ and tends to $3\pi/4$. Both monotonic functions equal $f(1)=\frac32(\frac\pi2-1)>0.85$ at $x=1$, which gives the lower bound on each side of 1. ∎

At large $x$ the integrand over $\mu$ is concentrated at $|\mu|\sim1/x$. The response is then carried by electrons that move nearly parallel to the surface and stay within one wavelength of the field during a free flight.

Define $\kappa(q)=-i\omega\mu_0\sigma(q)$. For real $q$ it is negative imaginary.

## Specular wall

**Lemma 4.**
$$L_{\rm spec}=\frac2\pi\int_0^\infty\frac{dq}{q^2+\kappa(q)} .$$

*Proof.* Extend the field evenly, $E(-z)=E(z)$. The term $K(z+z')$ becomes the contribution of the image half, so $J=\int_{-\infty}^\infty K(z-z')E(z')dz'$ on the whole line. The slope of the extended field jumps by $2E'(0)$ at $z=0$. Its distributional second derivative therefore contains $2E'(0)\delta(z)$, which the current does not supply:

$$E''-2E'(0)\delta(z)=-i\omega\mu_0\int_{-\infty}^\infty K(z-z')E(z')dz' .$$

With $\hat E(q)=\int E\,e^{iqz}dz$ this reads $-q^2\hat E-2E'(0)=\kappa\hat E$, so $\hat E=-2E'(0)/(q^2+\kappa)$. The inverse transform at $z=0$ is

$$E(0)=\frac1{2\pi}\int_{-\infty}^\infty\hat E\,dq=-\frac{2E'(0)}{\pi}\int_0^\infty\frac{dq}{q^2+\kappa}.$$

Division by $-E'(0)$ completes the proof. ∎

## Diffuse wall

The current now has no image term $K(z+z')$, so extending the field evenly does not turn it into a convolution over the whole line. The Wiener–Hopf method uses instead the half-planes in which half-line transforms are analytic.

**Lemma 5.** For finite $l$ and a solution that is integrable with its first two derivatives,

$$\frac1{L_{\rm diff}}=\frac1\pi\int_0^\infty\ln\left[1+\frac{\kappa(q)}{q^2}\right]dq .$$

*Proof.* **The equation on the whole line.** Put

$$h(z)=i\omega\mu_0\int_0^\infty K(z-z')E(z')dz'$$

for all real $z$. Maxwell's equation is $E''+h=0$ for $z>0$. Define

$$F(q)=\int_0^\infty E\,e^{iqz}dz,\qquad G(q)=\int_{-\infty}^0h\,e^{iqz}dz .$$

$F$ is analytic for $\operatorname{Im}q>0$ and continuous on the real axis. $G$ is analytic for $\operatorname{Im}q<1/l$, because $K$ decays as fast as $e^{-|z|/l}$. Two integrations by parts give

$$\int_0^\infty E''e^{iqz}dz=-E'(0)+iqE(0)-q^2F .$$

By the convolution theorem, the whole-line transform of $h$ is $-\kappa F$. It also equals $G$ plus the integral over $z>0$, where $h=-E''$:

$$-\kappa F=G+E'(0)-iqE(0)+q^2F .$$

Therefore

$$(q^2+\kappa)F=-E'(0)+iqE(0)-G .$$

**Factorization.** Choose any $b>0$ and let $T(q)=(q^2+\kappa)/(q^2+b^2)$. On the real axis $\operatorname{Im}T<0$, so $T$ has no zero there and its phase stays between $-\pi$ and $0$. As $q\to\pm\infty$, $T\to1$. Hence $\ln T$ is single-valued, vanishes at both ends and falls off as $1/q^2$. Since $\kappa$ is analytic for $|\operatorname{Im}q|<1/l$, these properties persist in a narrow strip about the axis. Cauchy's formula in that strip gives $T=T_+T_-$ with

$$\ln T_+(q)=\frac1{2\pi i}\int\frac{\ln T(s)}{s-q}ds,$$

the path running just below the real axis. $T_-$ has the opposite sign and a path just above. $T_+$ is analytic and nonzero in the closed upper half-plane, $T_-$ in the closed lower one.

Since $q^2+\kappa=(q+ib)(q-ib)T_+T_-$,

$$(q+ib)T_+F=\frac{-E'(0)+iqE(0)-G}{(q-ib)T_-}.$$

The left side is analytic in the upper half-plane and the right side in the lower. They agree and are continuous on the real axis, so together they form one entire function. At large $|q|$, $qF\to iE(0)$, $G\to0$ and $T_\pm\to1$, so both sides tend to $iE(0)$. By Liouville's theorem the function is this constant:

$$F(q)=\frac{iE(0)}{(q+ib)\,T_+(q)} .$$

In particular $E(0)\ne0$ for a nonzero field.

**Reading off the slope.** Along $q\to+i\infty$, integration by parts gives

$$F=\frac{iE(0)}q-\frac{E'(0)}{q^2}+\dots$$

In the factorized form, $\ln T_+\simeq\frac{i}{2\pi q}\int_{-\infty}^\infty\ln T\,ds$, so

$$F=\frac{iE(0)}q\left[1-\frac{ib}q-\frac{i}{2\pi q}\int_{-\infty}^{\infty}\ln T\,ds+\dots\right].$$

Equate the coefficients of $1/q^2$. Since $i(-i)=1$ and $T$ is even,

$$\frac1{L_{\rm diff}}=-\frac{E'(0)}{E(0)}=b+\frac1\pi\int_0^\infty\ln\frac{q^2+\kappa}{q^2+b^2}\,dq .$$

Integration by parts gives

$$\int_0^\infty\ln\left(1+\frac{b^2}{q^2}\right)dq=\int_0^\infty\frac{2b^2}{q^2+b^2}dq=\pi b .$$

Replace the first $b$ by $1/\pi$ times this logarithmic integral. The factors $q^2+b^2$ cancel and the formula follows. ∎

## Proof of the theorem

By Lemma 3, at fixed $q>0$,

$$\kappa(q)\to-i\omega\mu_0\frac{3\pi\sigma_0}{4ql}=-\frac{i\beta^3}{q}.$$

**The limit may be taken under the integrals.** Measure $q$ in units of $\beta$ and put $\Lambda=\beta l\ge1$. Then $|\kappa|=(4\Lambda/3\pi)f(q\Lambda)$, and Lemma 3 gives

$$0.36\min(1,1/q)\le|\kappa|\le1/q .$$

As $\kappa$ is imaginary, $|q^2+\kappa|$ is at least $q^2$ and at least $|\kappa|$. The specular integrand is thus bounded by $1/0.36$ for $q\le1$ and by $1/q^2$ for $q>1$. For the diffuse integrand let $r=|\kappa|/q^2\le1/q^3$; then

$$|\ln(1-ir)|\le\tfrac12\ln(1+r^2)+\arctan r,$$

which increases with $r$ and is integrable when $r=1/q^3$. Dominated convergence applies to both.

**Evaluation.** Let $a=\beta e^{-i\pi/6}$, so that $a^3=-i\beta^3$. The limiting integrals are

$$L_{\rm spec}=\frac2\pi\int_0^\infty\frac{q\,dq}{q^3+a^3},\qquad
\frac1{L_{\rm diff}}=\frac1\pi\int_0^\infty\ln\left(1+\frac{a^3}{q^3}\right)dq .$$

Rotate the path to $q=at$, $t>0$. The zeros of $q^3+a^3$ have arguments $\pi/6$, $5\pi/6$ and $-\pi/2$, outside the sector from $-\pi/6$ to $0$. In that sector $a^3/q^3$ has arguments between $-\pi/2$ and $0$, so the logarithm stays on its principal branch. The arcs at zero and infinity contribute nothing.

Use $\int_0^\infty u^{s-1}du/(1+u)=\pi/\sin\pi s$ for $0<s<1$, with $u=t^3$:

$$\int_0^\infty\frac{t\,dt}{1+t^3}=\frac13\frac{\pi}{\sin(2\pi/3)}=\frac{2\pi}{3\sqrt3},$$

$$\int_0^\infty\ln(1+t^{-3})dt=\int_0^\infty\frac{3\,dt}{1+t^3}=\frac{\pi}{\sin(\pi/3)}=\frac{2\pi}{\sqrt3}.$$

The second line begins with an integration by parts whose end terms vanish. Hence

$$L_{\rm spec}=\frac{4}{3\sqrt3\,a},\qquad L_{\rm diff}=\frac{\sqrt3}{2a},\qquad\frac{L_{\rm spec}}{L_{\rm diff}}=\frac{8}{9}.$$

Finally $-i/a=\beta^{-1}e^{-i\pi/2+i\pi/6}=\beta^{-1}e^{-i\pi/3}$, and Lemma 1 gives the impedances. ∎

## Remarks on the range of the result

**Remark 1: finite $\omega\tau$.** Keeping $i\omega$ in the Boltzmann equation replaces $l$ and $\sigma_0$ by $l/(1-i\omega\tau)$ and $\sigma_0/(1-i\omega\tau)$. Their ratio, and so $\beta$, is unchanged. The new $\sigma(q)$ is an average, with positive weights, of $\sigma_0/(1-i\omega\tau\pm iql\mu)$. Each term has a positive real part, so $\operatorname{Im}(q^2+\kappa)<0$ and Lemmas 4 and 5 still hold. The large parameter becomes $\beta l/|1-i\omega\tau|$. At fixed frequency it cannot exceed $\beta v_F/\omega$, however pure the metal, so the extreme limit also needs $\beta v_F\gg\omega$.

**Remark 2: the local limit.** For $\beta l\to0$, $\sigma(q)\to\sigma_0$ at the wavenumbers that matter, and $\kappa=k^2$ with $k=\sqrt{\omega\mu_0\sigma_0}\,e^{-i\pi/4}$. Lemma 4 gives $L_{\rm spec}=1/k$; Lemma 5, with the integral found for $b$, gives $1/L_{\rm diff}=k$. The wall condition then has no effect, and both resistances are $\sqrt{\omega\mu_0/(2\sigma_0)}$.

**Remark 3: approach to $8/9$.** In units of $\beta$, the next term of $f$ is $-3/x^2$, which changes $\kappa$ by $\delta\kappa=4i/(\pi\Lambda q^2)$. In the diffuse formula,

$$\delta\frac1{L_{\rm diff}}\simeq\frac1\pi\int\frac{\delta\kappa}{q^2-i/q}dq=\frac{4i}{\pi^2\Lambda}\int\frac{dq}{q(q^3-i)} .$$

At small $q$ the last integrand is $i/q$, and the expansion fails below $q\sim1/\Lambda$. To leading logarithm the change is therefore $-(4/\pi^2)\ln\Lambda/\Lambda$. The corresponding specular integral, $\int dq/(q^3-i)^2$, converges, so its correction is of order $1/\Lambda$ without a logarithm. Multiplying by $L_{\rm diff}=(\sqrt3/2)e^{i\pi/6}$,

$$\frac{Z_{\rm spec}}{Z_{\rm diff}}=\frac89\left[1-\frac{2\sqrt3}{\pi^2}e^{i\pi/6}\frac{\ln\Lambda}{\Lambda}+O\!\left(\frac1\Lambda\right)\right].$$

The real part approaches $8/9$ from below, although the ratio starts from 1 in the local limit; it is not monotonic in $\Lambda$. The computed distance from $8/9$ is $1.10\times10^{-2}$ at $\Lambda=10^2$ and $2.53\times10^{-4}$ at $\Lambda=10^4$. A direct real-space solution at $\Lambda=1000$, which uses neither Lemma 4 nor Lemma 5, gives $0.887-0.001i$. For $\Lambda=10$ and $1000$ its lengths agree with the two lemmas within a relative difference of $5.9\times10^{-5}$.

## A thick copper line at 4 K

Take rough values for pure copper: Fermi energy 7 eV, free-electron mass and $l=5000$ nm, at 10 GHz. They give $k_F=13.55\ \mathrm{nm^{-1}}$ and $1/\beta=152.7$ nm (2885 bohr). Thus $\beta l=5000/152.7=32.7$, while $\omega\tau=0.20$.

The impedance scale is $\omega\mu_0/\beta=(2\pi\times10^{10})(4\pi\times10^{-7})(152.7\times10^{-9})\ \Omega=12.06$ milliohm. The limiting diffuse resistance is $12.06\times(\sqrt3/2)\times\cos(\pi/3)=5.22$ milliohm, and the specular one is $8/9$ of this, 4.64 milliohm. All impedances here are per square of surface.

| Case | $Z_{\rm diff}$ (milliohm) | $Z_{\rm spec}$ (milliohm) |
|---|---|---|
| Limit | $5.22-9.04i$ | $4.64-8.04i$ |
| 4 K, actual $l$ and $\omega\tau$ | $5.63-9.44i$ | $4.84-8.21i$ |
| Room temperature, $l=40$ nm | $25.55-26.16i$ | $25.53-25.60i$ |

At the actual $l$, the diffuse resistance is 8% and the specular resistance 4% above its limit. The resistance ratio is 0.859 and the reactance ratio 0.869, both below $8/9=0.889$. Remark 3 gives the direction of this shift. At $\Lambda\approx33$ its logarithm alone gives 0.870 for the reactance ratio but about 0.83 for the resistance ratio, so the omitted $1/\Lambda$ terms matter for the resistance. The finite $\omega\tau$ matters less: at $\omega\tau=0$ the resistance ratio is 0.856 and the reactance ratio 0.871.

At room temperature $\beta l=0.26$ and the resistance ratio is 0.999, so the theorem does not apply. With frequency held fixed, cooling lengthens $l$ by a factor 125 but lowers the diffuse resistance by a factor of about 4.5. The local formula would predict 2.29 milliohm at 4 K, less than half the diffuse value.

**Comparison with a real line.** The assumed $l$ corresponds to a resistivity of 0.013 microohm cm, which requires pure, well-annealed copper; less pure metal has a smaller $\beta l$. Copper's Fermi surface is not a sphere. For another shape, the coefficient $\beta^3$ in $\kappa\to-i\beta^3/q$ depends on the electrons moving parallel to the wall and is no longer fixed by $\sigma_0/l$. If the response kept this form with $\beta^3$ larger by 20%, the limiting impedances of Lemmas 4 and 5 would both fall by 6% and their ratio would stay the same, since both scale as $1/\beta$. The half-space also needs a conductor thick enough for the field to die out before the far wall. For a 20 µm line, the half-space field at that depth, evaluated at $\omega\tau=0$, is about $2\times10^{-6}$ of its surface value for either wall. Corners are not described, and on-chip wires tens of nanometres wide lie outside the model.

A real wall need not be purely diffuse or purely specular. For Gaussian roughness of rms height $h$, a simple phase estimate of the specular fraction is $\exp[-(2k_F\mu h)^2]$. With $h=1$ nm it is 0.50 at $\mu=1/(\beta l)$ and 0.002 at $\mu=3/(\beta l)$. Electrons with $|\mu|<3/(\beta l)$ carry 82.5% of the response at $q=\beta$, so the same surface is partly specular for some of the important electrons and diffuse for others. Solving the Boltzmann equation with this angle-dependent fraction gives $5.50-8.99i$ milliohm, between the specular and diffuse values and nearer the diffuse one; the theorem does not prove that a mixed wall always lies between them.

A static magnetic field parallel to the surface and perpendicular to the path bends an electron's path with radius $r=\hbar k_F/(eB)$. Over a length $l$ the path bows by $l^2/(8r)$, which equals $1/\beta$ at $B=8\hbar k_F/(e\beta l^2)=0.44$ T. The theorem therefore needs fields well below this value, and this is the most generous estimate. A path that starts parallel to the wall drops by $l^2/(2r)=1/\beta$ at 0.11 T and turns through the angle $1/(\beta l)$ at 0.054 T. At a specular wall the most grazing electrons skip along the surface in quantized levels; the lowest spacing, $1.75\,(\hbar^2/2m)^{1/3}(eBv_F)^{2/3}$, reaches $\hbar/\tau$ near 4 mT, above which A1 fails for them. Three other neglected terms are small here: the displacement term $(\omega/c\beta)^2$ is $10^{-9}$, thermal smearing $k_BT/E_F$ is $5\times10^{-5}$, and the quantum parameter of the bulk response, $\beta/(2k_F)$, is $2\times10^{-4}$ (for electrons at $\mu=1/(\beta l)$ the ratio $\beta/(2k_F\mu)$ is $8\times10^{-3}$). The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Limit beta*L specular: 0.667 +0.385i
Limit beta*L diffuse: 0.750 +0.433i
Limit ratio specular/diffuse: 0.888889
8/9: 0.888889
|ratio - 8/9| at beta*l = 1e+02: 1.10e-02
|ratio - 8/9| at beta*l = 1e+04: 2.53e-04
|ratio - 8/9| at beta*l = 1e+06: 3.97e-06
Real-space ratio at beta*l = 1000: 0.887 -0.001i
Largest relative gap, real space vs formulas: 5.9e-05
Fermi energy (input): 7.0 eV
Frequency (input): 10 GHz
Mean free path at 4 K (input): 5000 nm
Mean free path at room temperature (input): 40 nm
Line thickness (input): 20 um
Fermi wavenumber: 13.55 1/nm
Fermi velocity: 1.569e+06 m/s
Resistivity at 4 K: 0.0132 microohm cm
Anomalous length 1/beta: 152.7 nm
1/beta in atomic units: 2885 bohr
beta*l at 4 K: 32.75
omega*tau at 4 K: 0.200
Limit Z diffuse: 5.220 -9.041i milliohm
Limit Z specular: 4.640 -8.036i milliohm
Actual l and omega*tau, Z diffuse: 5.631 -9.444i milliohm
Actual l and omega*tau, Z specular: 4.839 -8.206i milliohm
Actual resistance ratio: 0.8593
Actual reactance ratio: 0.8689
Classical local resistance at 4 K: 2.286 milliohm
beta*l at room temperature: 0.262
Room temperature Z diffuse: 25.554 -26.162i milliohm
Room temperature Z specular: 25.525 -25.602i milliohm
Room temperature resistance ratio: 0.9989
Response share of |mu| < 3/(beta l) at q = beta: 0.825
Displacement term (omega/(c beta))^2: 1.0e-09
Thermal smearing kT/E_F at 4 K: 4.9e-05
Quantum nonlocality beta/(2 kF): 2.4e-04
Z factor if sigma0/l is 20% larger: 0.941
Half-space |E(20 um)/E(0)| specular, omega*tau=0: 2.0e-06
Half-space |E(20 um)/E(0)| diffuse, omega*tau=0: 2.3e-06
Roughness (input): 1 nm rms
Specularity at mu = 1/(beta l): 0.50
Specularity at mu = 3/(beta l): 0.0021
Magnetic field bending paths by 1/beta over l: 0.44 T
```
